# Inverse capacitance and the dead layer of a nanocapacitor: a program that tests the result

```python
# Result under test: for a film of thickness L between two metals,
#   A/(4 pi C) = L/eps + lambda_1 + lambda_2   (thick film, linear response),
# where lambda_i integrates the excess of kappa(z) = dE/d(4 pi sigma)
# over the bulk step profile 1/eps. Hartree atomic units, D = E + 4 pi P.
# sigma: transferred charge per area; xi: polarization correlation length;
# delta_i: extrapolation lengths; tf_i: Thomas-Fermi screening lengths.
# The solver knows only Poisson's equation, metallic screening and
# E = alpha P - g P''; it is never given kappa or lambda.
import numpy as np
from scipy.sparse import diags, csr_matrix, bmat
from scipy.sparse.linalg import spsolve
from scipy import constants as const

FOUR_PI = 4 * np.pi
h = 0.025                 # grid spacing, bohr
metal_depth = 16.0        # depth of each electrode, bohr
bias = 0.01               # hartree per elementary charge
eps = 300.0
xi = 2.0
tf = (0.5, 0.8)
delta = (6.0, 8.0)
alpha0 = FOUR_PI / (eps - 1)
g0 = xi**2 * (alpha0 + FOUR_PI)


def solve_stack(L, screening=tf, extrap=delta, alpha=alpha0, g=g0):
    """Solve for potential and polarization at fixed bias."""
    n_metal = int(round(metal_depth / h))
    n_film = int(round(L / h))
    n_links = 2 * n_metal + n_film
    n_nodes = n_links + 1
    grad = diags([-np.ones(n_links) / h, np.ones(n_links) / h],
                 [0, 1], shape=(n_links, n_nodes), format="csr")
    film_links = np.arange(n_metal, n_metal + n_film)
    embed = csr_matrix((np.ones(n_film), (film_links, np.arange(n_film))),
                       shape=(n_links, n_film))
    # metallic screening strength; boundary nodes own half a grid cell
    weight = np.ones(n_metal + 1)
    weight[[0, -1]] = 0.5
    screen = np.zeros(n_nodes)
    screen[:n_metal + 1] = weight / screening[0]**2
    screen[n_metal + n_film:] = weight / screening[1]**2
    target = np.zeros(n_nodes)
    target[:n_metal + 1] = bias
    # polarization stiffness with surface condition P' = P/delta
    main = np.zeros(n_film) + alpha + 2 * g / h**2
    for end, d in ((0, extrap[0]), (-1, extrap[1])):
        main[end] += -g / h**2 + g / (h * (d + h / 2))
    off = -g / h**2 * np.ones(n_film - 1)
    stiff = diags([off, main, off], [-1, 0, 1], format="csr")
    matrix = bmat([[grad.T @ grad + diags(screen),
                    -FOUR_PI * grad.T @ embed],
                   [embed.T @ grad, stiff]], format="csc")
    rhs = np.concatenate([screen * target, np.zeros(n_film)])
    solution = spsolve(matrix, rhs)
    phi, pol = solution[:n_nodes], solution[n_nodes:]
    field = -(grad @ phi)
    shift = target - phi
    sigma = h * np.sum((screen * shift)[:n_metal + 1]) / FOUR_PI
    energy = h * (np.sum(field**2) + np.sum(screen * shift**2)) / (2 * FOUR_PI)
    energy += 0.5 * h * pol @ (stiff @ pol)
    z = (np.arange(n_links) + 0.5) * h - metal_depth
    return {"ell": bias / (FOUR_PI * sigma), "sigma": sigma,
            "energy": energy, "z": z, "kappa": field / (FOUR_PI * sigma)}


# Capacitance of films of several thicknesses: slope and intercept
thicknesses = np.array([60.0, 100.0, 200.0, 400.0])
films = [solve_stack(L) for L in thicknesses]
ells = np.array([film["ell"] for film in films])
slope, intercept = np.polyfit(thicknesses, ells, 1)
residual = np.max(np.abs(ells - slope * thicknesses - intercept))
assert residual < 1e-6
assert abs(slope * eps - 1) < 1e-5

# Interface strengths from the profile of one film and from the formula
L_ref = 100.0
film = films[1]
z, kappa = film["z"], film["kappa"]
lambda_profile = np.array([
    h * np.sum(kappa[z < L_ref / 2]) - L_ref / (2 * eps),
    h * np.sum(kappa[z > L_ref / 2]) - L_ref / (2 * eps)])
a = xi / (xi + np.array(delta))
lambda_formula = np.array(tf) + (1 - 1 / eps) * xi * a
assert np.max(np.abs(lambda_profile - lambda_formula)) < 1e-3
assert abs(lambda_profile.sum() - intercept) < 1e-6
assert abs(film["energy"] / (0.5 * film["sigma"] * bias) - 1) < 1e-6

# Pointwise profile in the film and in both metals
inside = (z > 0) & (z < L_ref)
zi = z[inside]
kappa_film = 1 / eps + (1 - 1 / eps) * (
    a[0] * np.exp(-zi / xi) + a[1] * np.exp(-(L_ref - zi) / xi))
profile_error = max(
    np.max(np.abs(kappa[inside] - kappa_film)),
    np.max(np.abs(kappa[z < 0] - np.exp(z[z < 0] / tf[0]))),
    np.max(np.abs(kappa[z > L_ref] - np.exp(-(z[z > L_ref] - L_ref) / tf[1]))))
assert profile_error < 1e-3
left_half = (z > 0) & (z < L_ref / 2)
right_half = (z > L_ref / 2) & (z < L_ref)
width = np.array([
    np.max(z[left_half & (kappa > 2 / eps)]),
    L_ref - np.min(z[right_half & (kappa > 2 / eps)])])
assert np.max(np.abs(width - xi * np.log(a * (eps - 1)))) < 2 * h

# Thin films: first exponential correction to the linear law
thin = np.array([8.0, 12.0])
thin_dev = np.array([solve_stack(L)["ell"] - slope * L - intercept
                     for L in thin])
thin_formula = -4 * (1 - 1 / eps) * xi * a[0] * a[1] * np.exp(-thin / xi)
assert np.max(np.abs(thin_dev / thin_formula - 1)) < 0.02

# Moving the nominal faces outward by a total of two bohr
face_shift = 2.0
shifted_intercept = np.polyfit(thicknesses + face_shift, ells, 1)[1]
assert abs(shifted_intercept - intercept + face_shift / eps) < 1e-6

# Thickness at which the effective permittivity is half the bulk value
L_half = round(eps * lambda_formula.sum() / h) * h
eps_half = L_half / solve_stack(L_half)["ell"]
assert abs(eps_half - eps / 2) < 0.1

# Different slabs, nearly ideal metals, same capacitance at two thicknesses
slab_t = np.array([4.0, 10.0])
slab_eps = 1 / (1 / eps + intercept / slab_t)
slab_error = 0.0
for t, eps_d in zip(slab_t, slab_eps):
    for L in (100.0, 200.0):
        mid = (np.arange(int(round(L / h))) + 0.5) * h
        alpha = np.where(mid < t, FOUR_PI / (eps_d - 1), alpha0)
        ell = solve_stack(L, (1e-4, 1e-4), (1.0, 1.0), alpha, 0.0)["ell"]
        slab_error = max(slab_error, abs(ell - slope * L - intercept))
assert slab_error < 1e-4

# Lattice-modulated film; bulk permittivity from a separate periodic cell
cell = 8.0
n_cell = int(round(cell / h))


def modulated_alpha(L):
    mid = (np.arange(int(round(L / h))) + 0.5) * h
    return alpha0 * (1 + 0.9 * np.sin(2 * np.pi * mid / cell))


eye = np.eye(n_cell)
laplace = (np.roll(eye, 1, 0) + np.roll(eye, -1, 0) - 2 * eye) / h**2
cell_pol = np.linalg.solve(
    np.diag(modulated_alpha(cell) + FOUR_PI) - g0 * laplace, np.ones(n_cell))
inv_eps_cell = np.mean(1 - FOUR_PI * cell_pol)
mod = {n: solve_stack(n * cell, alpha=modulated_alpha(n * cell))
       for n in (10, 10.5, 12)}
whole_dev = mod[12]["ell"] - mod[10]["ell"] - 2 * cell * inv_eps_cell
half_dev = mod[10.5]["ell"] - mod[10]["ell"] - 0.5 * cell * inv_eps_cell
assert abs(whole_dev) < 1e-6
assert abs(half_dev) > 1e-3
raw = mod[12]["kappa"]
averaged = np.convolve(raw, np.ones(n_cell) / n_cell, mode="valid")
center = len(raw) // 2
raw_mid = raw[center - n_cell // 2:center + n_cell // 2]
avg_center = len(averaged) // 2
avg_mid = averaged[avg_center - n_cell // 2:avg_center + n_cell // 2]
assert np.max(np.abs(avg_mid - inv_eps_cell)) < 1e-6
assert np.ptp(raw_mid) > 1e-4

# Unit conversion, checked by two routes
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
cap_au = 1 / (FOUR_PI * ells)
cap_si = 100 * const.epsilon_0 / (ells * bohr)
cap_check = 100 * cap_au * const.e**2 / (hartree * bohr**2)
assert np.max(np.abs(cap_si / cap_check - 1)) < 1e-7

print(f"Input bulk permittivity: {eps:.0f} (dimensionless)")
print(f"Input correlation length xi: {xi:.1f} bohr")
print(f"Input Thomas-Fermi lengths: {tf[0]:.1f}, {tf[1]:.1f} bohr")
print(f"Input extrapolation lengths: {delta[0]:.1f}, {delta[1]:.1f} bohr")
print(f"Bias: {bias:.3f} hartree/e; grid spacing: {h:.3f} bohr")
print(f"Stiffness alpha: {alpha0:.6f} (dimensionless)")
print(f"Gradient coefficient g: {g0:.4f} bohr^2")
print(f"Interface amplitudes a1, a2: {a[0]:.4f}, {a[1]:.4f} (dimensionless)")
for L, ell, c_au, c_si in zip(thicknesses, ells, cap_au, cap_si):
    print(f"L = {L:.0f} bohr: A/(4 pi C) = {ell:.5f} bohr, "
          f"eps_eff = {L / ell:.2f}")
    print(f"  C/A = {c_au:.6f} a.u. = {c_si:.3f} microF/cm^2")
print(f"Fitted slope: {slope:.8f}; its inverse: {1 / slope:.4f} (dimensionless)")
print(f"Fitted intercept: {intercept:.5f} bohr")
print(f"Largest residual of linear fit: {residual:.1e} bohr")
for i in range(2):
    print(f"Interface {i + 1}: lambda from profile {lambda_profile[i]:.5f}, "
          f"formula {lambda_formula[i]:.5f} bohr")
lam = lambda_formula.sum()
print(f"Total lambda, formula: {lam:.5f} bohr = {lam * bohr * 1e10:.4f} angstrom")
print(f"Equivalent bulk thickness eps*lambda: {eps * lam:.2f} bohr "
      f"= {eps * lam * bohr * 1e9:.2f} nm")
print(f"Solved eps_eff at L = {L_half:.3f} bohr: {eps_half:.3f}")
print(f"Charge at L = 100 bohr: {film['sigma']:.6e} e/bohr^2")
print(f"Stored energy at L = 100 bohr: {film['energy']:.6e} hartree/bohr^2")
shares = 100 * np.array([lambda_profile[0], L_ref / eps,
                         lambda_profile[1]]) / film["ell"]
print(f"Voltage shares, L = 100 bohr (interface 1, bulk term, interface 2): "
      f"{shares[0]:.2f}, {shares[1]:.2f}, {shares[2]:.2f} percent")
print(f"Kappa at first film point, interface 1: {kappa[inside][0]:.4f}")
print(f"Kappa at last film point, interface 2: {kappa[inside][-1]:.4f}")
print(f"Kappa at film center: {kappa[len(kappa) // 2]:.6f}")
print(f"Largest profile error against formula: {profile_error:.1e}")
print(f"Widths where kappa > 2/eps: {width[0]:.2f}, {width[1]:.2f} bohr")
for L, dev, formula in zip(thin, thin_dev, thin_formula):
    print(f"Thin film L = {L:.0f} bohr: deviation {dev:.6f}, "
          f"formula {formula:.6f} bohr")
print(f"Intercept after {face_shift:.0f} bohr face shift: "
      f"{shifted_intercept:.5f} bohr")
for t, eps_d in zip(slab_t, slab_eps):
    print(f"Equivalent slab: t = {t:.0f} bohr, eps_d = {eps_d:.4f}")
print(f"Largest slab error in A/(4 pi C): {slab_error:.1e} bohr")
print(f"Modulated cell: length {cell:.0f} bohr, bulk eps {1 / inv_eps_cell:.3f}")
print(f"Modulated mid-film kappa range: {raw_mid.min():.6f} to {raw_mid.max():.6f}")
print(f"Cell-averaged mid-film kappa: {avg_mid.mean():.6f}")
print(f"Deviation after two whole cells: {whole_dev:.1e} bohr")
print(f"Deviation after half a cell: {half_dev:.6f} bohr")
print("all assertions hold")
```

Printed output:

```
Input bulk permittivity: 300 (dimensionless)
Input correlation length xi: 2.0 bohr
Input Thomas-Fermi lengths: 0.5, 0.8 bohr
Input extrapolation lengths: 6.0, 8.0 bohr
Bias: 0.010 hartree/e; grid spacing: 0.025 bohr
Stiffness alpha: 0.042028 (dimensionless)
Gradient coefficient g: 50.4336 bohr^2
Interface amplitudes a1, a2: 0.2500, 0.2000 (dimensionless)
L = 60 bohr: A/(4 pi C) = 2.39674 bohr, eps_eff = 25.03
  C/A = 0.033202 a.u. = 6.981 microF/cm^2
L = 100 bohr: A/(4 pi C) = 2.53008 bohr, eps_eff = 39.52
  C/A = 0.031453 a.u. = 6.613 microF/cm^2
L = 200 bohr: A/(4 pi C) = 2.86341 bohr, eps_eff = 69.85
  C/A = 0.027791 a.u. = 5.843 microF/cm^2
L = 400 bohr: A/(4 pi C) = 3.53008 bohr, eps_eff = 113.31
  C/A = 0.022543 a.u. = 4.740 microF/cm^2
Fitted slope: 0.00333333; its inverse: 300.0000 (dimensionless)
Fitted intercept: 2.19674 bohr
Largest residual of linear fit: 8.7e-13 bohr
Interface 1: lambda from profile 0.99817, formula 0.99833 bohr
Interface 2: lambda from profile 1.19857, formula 1.19867 bohr
Total lambda, formula: 2.19700 bohr = 1.1626 angstrom
Equivalent bulk thickness eps*lambda: 659.10 bohr = 34.88 nm
Solved eps_eff at L = 659.100 bohr: 150.009
Charge at L = 100 bohr: 3.145261e-04 e/bohr^2
Stored energy at L = 100 bohr: 1.572630e-06 hartree/bohr^2
Voltage shares, L = 100 bohr (interface 1, bulk term, interface 2): 39.45, 13.17, 47.37 percent
Kappa at first film point, interface 1: 0.2509
Kappa at last film point, interface 2: 0.2014
Kappa at film center: 0.003333
Largest profile error against formula: 3.0e-04
Widths where kappa > 2/eps: 8.61, 8.16 bohr
Thin film L = 8 bohr: deviation -0.007380, formula -0.007302 bohr
Thin film L = 12 bohr: deviation -0.000990, formula -0.000988 bohr
Intercept after 2 bohr face shift: 2.19008 bohr
Equivalent slab: t = 4 bohr, eps_d = 1.8099
Equivalent slab: t = 10 bohr, eps_d = 4.4842
Largest slab error in A/(4 pi C): 1.6e-06 bohr
Modulated cell: length 8 bohr, bulk eps 300.116
Modulated mid-film kappa range: 0.002470 to 0.004194
Cell-averaged mid-film kappa: 0.003332
Deviation after two whole cells: -7.1e-13 bohr
Deviation after half a cell: 0.005563 bohr
all assertions hold
```
